**Capture barrier from crossing equal-curvature parabolas**

For two configuration-coordinate parabolas of equal curvature, the classical capture barrier is $E_b=(\Delta E-E_R)^2/(4E_R)$, where $\Delta E$ is the driving energy between the minima and $E_R$ is the relaxation energy. The program finds the crossing by numerical root search and asserts the capture and emission barriers, and it asserts the many-mode result by constrained minimization. Quadrature over the thermal distribution tests the classical resonance factor $F$ and its local Arrhenius slope $E_b-k_BT/2$. With $E_R=0.30$ eV and $\Delta E=0.60$ eV, the capture barrier is 0.075 eV and the emission barrier 0.675 eV. Vibrational overlaps from a diagonalized displaced oscillator give the quantum $F$, which is asserted to approach the classical value at high temperature and the Poisson value at low temperature. For a phonon energy of 30 meV, the quantum-to-classical ratio is 1.38 at 300 K and 78 at 100 K. Making the final curve 20% stiffer at fixed displacement lowers the barrier to 0.032 eV, which shows how strongly this example depends on equal curvatures.

## Numerical check

```python
"""Classical nonradiative capture barrier for equal-curvature parabolas.

Result under test:  E_b = (dE - E_R)^2 / (4 E_R)
  V_i(Q) = dE + k Q^2/2     initial state, free carrier at the band edge
  V_f(Q) = k (Q - D)^2/2    final state, carrier captured
  dE  = driving energy (difference of the minima), E_R = k D^2/2
  F   = thermal average of delta(V_i - V_f), the classical resonance density
Energies are in eV, Q in amu^(1/2) angstrom, unless a label says otherwise.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

KB = const.k / const.e
phonon = 0.030
relax = 0.30
drive = 0.60
temperature = 300.0

omega = phonon * const.e / const.hbar
curvature = omega**2 * const.atomic_mass * 1e-20 / const.e
shift = math.sqrt(2 * relax / curvature)
huang_rhys = relax / phonon


def v_initial(q, driving):
    return driving + 0.5 * curvature * q**2


def v_final(q):
    return 0.5 * curvature * (q - shift)**2


def barrier_formula(driving, relaxation):
    return (driving - relaxation)**2 / (4 * relaxation)


def find_crossing(driving):
    """Locate the crossing numerically from the two curves."""
    return brentq(lambda q: v_initial(q, driving) - v_final(q),
                  -10 * shift, 11 * shift, xtol=1e-13)


print(f"phonon energy = {1000 * phonon:.1f} meV")
print(f"relaxation energy E_R = {relax:.3f} eV")
print(f"driving energy dE = {drive:.3f} eV")
print(f"Huang-Rhys factor S = {huang_rhys:.2f}")
print(f"curvature k = {curvature:.4f} eV/(amu angstrom^2)")
print(f"displacement D = {shift:.4f} amu^(1/2) angstrom")

# Crossing, capture barrier and emission barrier in the worked example
q_cross = find_crossing(drive)
capture = v_initial(q_cross, drive) - v_initial(0.0, drive)
emission = v_final(q_cross) - v_final(shift)
vertical_gap = v_initial(0.0, drive) - v_final(0.0)
assert abs(capture - barrier_formula(drive, relax)) < 1e-10
assert abs(emission - (drive + relax)**2 / (4 * relax)) < 1e-10
assert abs(capture - vertical_gap**2 / (4 * relax)) < 1e-10
print(f"vertical gap at initial minimum = {vertical_gap:.4f} eV")
print(f"crossing Q_c = {q_cross:.4f} amu^(1/2) angstrom")
print(f"crossing energy above final minimum = {v_final(q_cross):.4f} eV")
print(f"capture barrier E_b = {capture:.4f} eV = {1000 * capture:.1f} meV")
print(f"emission barrier = {emission:.4f} eV")

# Scan through the regimes
print("scan: dE (eV), Q_c/D, capture barrier (eV)")
for driving in (0.0, 0.15, 0.30, 0.45, 0.60, 0.90):
    q_here = find_crossing(driving)
    height = v_initial(q_here, driving) - driving
    assert abs(height - barrier_formula(driving, relax)) < 1e-10
    assert abs(q_here / shift - (relax - driving) / (2 * relax)) < 1e-10
    print(f"  {driving:.2f}  {q_here / shift + 0.0:7.4f}  {abs(height):.5f}")

# Several modes: lowest point of the crossing seam by direct minimization
mode_k = np.array([0.10, 0.25, 0.60])
mode_d = np.array([1.2, 0.7, -0.5])
mode_relax = 0.5 * np.sum(mode_k * mode_d**2)


def mode_gap(q):
    return (drive + 0.5 * np.sum(mode_k * q**2)
            - 0.5 * np.sum(mode_k * (q - mode_d)**2))


seam = minimize(lambda q: 0.5 * np.sum(mode_k * q**2),
                np.array([0.3, -0.8, 0.5]), method="SLSQP",
                constraints={"type": "eq", "fun": mode_gap},
                options={"ftol": 1e-14, "maxiter": 500})
assert abs(mode_gap(seam.x)) < 1e-7
assert abs(seam.fun - barrier_formula(drive, mode_relax)) < 1e-6
print(f"three modes: total E_R = {mode_relax:.5f} eV")
print(f"three modes: lowest seam barrier = {seam.fun:.5f} eV")


def resonance_quadrature(beta):
    """Boltzmann average of a narrow normalized Gaussian in the gap."""
    width = 0.001
    reach = 9 / math.sqrt(beta * curvature)
    q = np.linspace(-reach, reach, 200001)
    weight = np.exp(-beta * 0.5 * curvature * q**2)
    gap = v_initial(q, drive) - v_final(q)
    narrow = np.exp(-0.5 * (gap / width)**2)
    narrow /= width * math.sqrt(2 * math.pi)
    return np.sum(weight * narrow) / np.sum(weight)


def resonance_formula(thermal):
    return (math.exp(-barrier_formula(drive, relax) / thermal)
            / math.sqrt(4 * math.pi * relax * thermal))


thermal = KB * temperature
beta = 1 / thermal
density = resonance_quadrature(beta)
# The finite width of the narrow Gaussian gives an error of a few 1e-4
assert abs(density / resonance_formula(thermal) - 1) < 1e-3
step = 0.01 * beta
slope = -(math.log(resonance_quadrature(beta + step))
          - math.log(resonance_quadrature(beta - step))) / (2 * step)
assert abs(slope - (capture - thermal / 2)) < 1e-4
print(f"temperature = {temperature:.0f} K, kT = {1000 * thermal:.3f} meV")
print(f"Boltzmann factor exp(-E_b/kT) = {math.exp(-capture / thermal):.5f}")
print(f"classical resonance density F = {density:.4f} 1/eV")
print(f"local Arrhenius slope = {1000 * slope:.2f} meV")

# Quantum nuclei: diagonalize the displaced oscillator in the initial basis
size, levels = 800, 401
quanta = round(drive / phonon)
assert abs(quanta * phonon - drive) < 1e-12
number = np.arange(size)
final_energy, final_states = eigh_tridiagonal(
    number + 0.5 + huang_rhys,
    -math.sqrt(huang_rhys) * np.sqrt(number[1:]))
top = levels + quanta
assert np.max(np.abs(final_energy[:top] - number[:top] - 0.5)) < 1e-7
start = np.arange(levels)
overlap_squared = final_states[start, start + quanta]**2


def resonance_quantum(thermal_energy):
    population = np.exp(-start * phonon / thermal_energy)
    population /= population.sum()
    return np.sum(population * overlap_squared) / phonon


print(f"phonons released p = {quanta}")
print("T (K), quantum F (1/eV), classical F (1/eV), ratio")
ratios = {}
for kelvin in (100, 200, 300, 500, 1000):
    quantum = resonance_quantum(KB * kelvin)
    classical = resonance_formula(KB * kelvin)
    ratios[kelvin] = quantum / classical
    print(f"  {kelvin:4d}  {quantum:.5f}  {classical:.5f}"
          f"  {ratios[kelvin]:.3f}")
high_ratio = resonance_quantum(10 * phonon) / resonance_formula(10 * phonon)
assert abs(high_ratio - 1) < 0.01
assert abs(ratios[1000] - 1) < 0.05
assert ratios[100] > 10 and ratios[300] > 1.1
print(f"ratio in the formal limit kT = 10 phonon energies = {high_ratio:.4f}")

cold = resonance_quantum(KB * 10)
poisson = (math.exp(-huang_rhys) * huang_rhys**quanta
           / math.factorial(quanta) / phonon)
assert abs(cold / poisson - 1) < 1e-6
print(f"quantum F at 10 K = {cold:.5f} 1/eV")

# Unequal curvatures: final curve 20 percent stiffer, same D and dE
stiffness = 1.2
k_final = stiffness * curvature
roots = np.roots([0.5 * (curvature - k_final), k_final * shift,
                  drive - 0.5 * k_final * shift**2])
assert np.all(np.abs(np.imag(roots)) < 1e-12)
unequal = np.min(0.5 * curvature * np.real(roots)**2)
final_relax = 0.5 * k_final * shift**2
assert abs(unequal - barrier_formula(drive, relax)) > 0.01
assert abs(unequal - barrier_formula(drive, final_relax)) > 0.005
print(f"final/initial curvature in unequal case = {stiffness:.2f}")
print(f"lowest barrier, unequal curvatures = {unequal:.4f} eV")
print(f"final-curve relaxation energy there = {final_relax:.4f} eV")
print("equal-curvature formula with that energy = "
      f"{barrier_formula(drive, final_relax):.4f} eV")

print("done: every assertion held")
```

Printed output:

```
phonon energy = 30.0 meV
relaxation energy E_R = 0.300 eV
driving energy dE = 0.600 eV
Huang-Rhys factor S = 10.00
curvature k = 0.2153 eV/(amu angstrom^2)
displacement D = 1.6694 amu^(1/2) angstrom
vertical gap at initial minimum = 0.3000 eV
crossing Q_c = -0.8347 amu^(1/2) angstrom
crossing energy above final minimum = 0.6750 eV
capture barrier E_b = 0.0750 eV = 75.0 meV
emission barrier = 0.6750 eV
scan: dE (eV), Q_c/D, capture barrier (eV)
  0.00   0.5000  0.07500
  0.15   0.2500  0.01875
  0.30   0.0000  0.00000
  0.45  -0.2500  0.01875
  0.60  -0.5000  0.07500
  0.90  -1.0000  0.30000
three modes: total E_R = 0.20825 eV
three modes: lowest seam barrier = 0.18424 eV
temperature = 300 K, kT = 25.852 meV
Boltzmann factor exp(-E_b/kT) = 0.05496
classical resonance density F = 0.1761 1/eV
local Arrhenius slope = 62.06 meV
phonons released p = 20
T (K), quantum F (1/eV), classical F (1/eV), ratio
   100  0.07195  0.00092  78.109
   200  0.13833  0.05055  2.737
   300  0.24295  0.17605  1.380
   500  0.45613  0.43521  1.048
  1000  0.73068  0.73479  0.994
ratio in the formal limit kT = 10 phonon energies = 0.9988
quantum F at 10 K = 0.06220 1/eV
final/initial curvature in unequal case = 1.20
lowest barrier, unequal curvatures = 0.0316 eV
final-curve relaxation energy there = 0.3600 eV
equal-curvature formula with that energy = 0.0400 eV
done: every assertion held
```
